# Are the large components of different Dirac eigenstates orthogonal?: verification in Python

```python
# Result under test: the large components L_i of positive-energy Dirac states
# are orthonormal in the metric M = 1 + X^T X (small component S = X L), but
# not in the unit metric.  For hydrogen-like 1s and 2s the large overlap is
#   n1 n2 Gamma(2g+1) (Z+lam)^(-2g-1) q (p-q)/(1+q p).
# Symbols: Z nuclear charge, c speed of light, zeta = Z/c, g = sqrt(1-zeta^2),
# eps = total 2s energy / c^2, lam = 2s decay constant, n1 and n2 norms,
# G = r * large radial function, F = r * small radial function, kappa = -1.
# Hartree atomic units; energies are measured from the rest energy c^2.
import numpy as np
from types import SimpleNamespace
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gamma, gammaln, roots_genlaguerre

c = 1.0 / constants.fine_structure


def hydrogenic(Z):
    """Closed-form parameters of the 1s and 2s states, point nucleus."""
    zeta = Z / c
    g = np.sqrt(1 - zeta**2)
    N = np.sqrt(2 * (1 + g))
    eps, lam = N / 2, Z / N
    q = zeta / (1 + g)
    p = lam / (c * (1 + eps))
    a = (lam - c * (1 + eps) * q) / (g + zeta * p)
    n1 = np.sqrt((2 * Z)**(2 * g + 1) / (gamma(2 * g + 1) * (1 + q**2)))
    mom = [gamma(2*g + 1 + k) / (2*lam)**(2*g + 1 + k) for k in range(3)]
    n2 = 1 / np.sqrt((1 + q*q) * mom[0] + 2 * a * (1 + q*p) * mom[1]
                     + a * a * (1 + p*p) * mom[2])
    radial = gamma(2 * g + 1) / (Z + lam)**(2 * g + 1)
    overlap = n1 * n2 * radial * q * (p - q) / (1 + q * p)
    E1 = -Z**2 / (1 + g)
    E2 = -lam**2 / (1 + eps)
    return SimpleNamespace(Z=Z, zeta=zeta, g=g, eps=eps, lam=lam, q=q, p=p,
                           a=a, n1=n1, n2=n2, radial=radial,
                           overlap=overlap, E1=E1, E2=E2)


def radial_functions(h):
    def G1(r):
        return h.n1 * r**h.g * np.exp(-h.Z * r)

    def F1(r):
        return -h.q * G1(r)

    def G2(r):
        return h.n2 * r**h.g * np.exp(-h.lam * r) * (1 + h.a * r)

    def F2(r):
        return -h.n2 * r**h.g * np.exp(-h.lam * r) * (h.q + h.p * h.a * r)
    return G1, F1, G2, F2


def integrate(f, Z):
    """Radial integral from 0 to 100/Z, beyond which the states vanish."""
    def scaled(x):
        return f(x / Z) / Z
    return sum(quad(scaled, lo, hi, limit=300, epsabs=1e-13, epsrel=1e-11)[0]
               for lo, hi in ((0, 5), (5, 25), (25, 100)))


def dirac_blocks(h, size=24, nodes=60):
    """Orthonormal Laguerre basis for G and F; returns V, K and a projector."""
    order = 2 * h.g
    x, w = roots_genlaguerre(nodes, order - 1)
    P = np.zeros((size, nodes))
    dP = np.zeros((size, nodes))
    for n in range(size):
        norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + order + 1)))
        P[n] = norm * eval_genlaguerre(n, order, x)
        if n > 0:
            dP[n] = -norm * eval_genlaguerre(n - 1, order + 1, x)
    assert np.allclose((P * w * x) @ P.T, np.eye(size), atol=1e-9)
    inv_r = 2 * h.lam * (P * w) @ P.T
    deriv = 2 * h.lam * (P * w) @ ((h.g - x / 2) * P + x * dP).T
    V = -h.Z * inv_r
    K = c * (deriv - inv_r)          # kappa = -1

    def project(f):
        values = f(x / (2 * h.lam)) * np.exp(x / 2) * x**(1 - h.g)
        return (P * w) @ values / np.sqrt(2 * h.lam)
    return V, K, project, P[:, 0]


def hamiltonian(V, K):
    return np.block([[V, K.T], [K, V - 2 * c**2 * np.eye(len(V))]])


def positive_states(V, K):
    n = len(V)
    E, C = eigh(hamiltonian(V, K))
    return E, C[:n, n:], C[n:, n:], C[:n, :n], C[n:, :n]


# ---- closed-form states against direct quadrature, Z = 80 ----
h = hydrogenic(80)
G1, F1, G2, F2 = radial_functions(h)
large = integrate(lambda r: G1(r) * G2(r), h.Z)
small = integrate(lambda r: F1(r) * F2(r), h.Z)
w1 = integrate(lambda r: G1(r)**2, h.Z)
w2 = integrate(lambda r: G2(r)**2, h.Z)
s1 = integrate(lambda r: F1(r)**2, h.Z)
s2 = integrate(lambda r: F2(r)**2, h.Z)
assert abs(large - h.overlap) < 1e-9
assert abs(large + small) < 1e-9
assert abs(w1 + s1 - 1) < 1e-9 and abs(w2 + s2 - 1) < 1e-9
# large-component weights follow from the total energies
assert abs(w1 - (1 + h.g) / 2) < 1e-9
assert abs(w2 - (1 + h.eps) / 2) < 1e-9
cosine = large / np.sqrt(w1 * w2)


def scaling_integrand(r):
    shape = h.n2 * r**h.g * np.exp(-h.lam * r) * h.a * r
    rdG2 = (h.g - h.lam * r) * G2(r) + shape
    rdF2 = (h.g - h.lam * r) * F2(r) - h.p * shape
    return G1(r) * (rdG2 - G2(r)) + F1(r) * (rdF2 - F2(r))


scaling = integrate(scaling_integrand, h.Z)
from_scaling = (h.E2 - h.E1) * scaling / (2 * c**2)
assert abs(from_scaling - large) < 1e-9

# ---- X from the matrix sign function, without any eigenvector ----
V, K, project, _ = dirac_blocks(h)
n = len(V)
one = np.eye(n)
Y = hamiltonian(V, K) / c**2 + np.eye(2 * n)
for _ in range(40):
    Y = 0.5 * (Y + np.linalg.inv(Y))
projector = 0.5 * (np.eye(2 * n) + Y)
X = projector[n:, :n] @ np.linalg.inv(projector[:n, :n])
M = one + X.T @ X
A = V + K.T @ X
riccati = K + (V - 2 * c**2 * one) @ X - X @ A
assert np.linalg.norm(riccati) < 1e-8 * np.linalg.norm(K)

# ---- the metric applied to the closed-form large components ----
L1, L2, S1, S2 = project(G1), project(G2), project(F1), project(F2)
assert np.linalg.norm(X @ L1 - S1) < 1e-6
assert np.linalg.norm(X @ L2 - S2) < 1e-6
m11, m22, m12 = L1 @ M @ L1, L2 @ M @ L2, L1 @ M @ L2
assert abs(m11 - 1) < 1e-7 and abs(m22 - 1) < 1e-7 and abs(m12) < 1e-7
assert abs(L1 @ L2 - h.overlap) < 1e-8 and abs(h.overlap) > 0.01

# ---- decoupled operator: not Hermitian, Hermitian after the metric ----
asymmetry = L1 @ (A @ L2) - (A @ L1) @ L2
assert abs(asymmetry / ((h.E2 - h.E1) * h.overlap) - 1) < 1e-5
MA = M @ A
assert np.linalg.norm(MA - MA.T) < 1e-8 * np.linalg.norm(MA)
assert np.linalg.norm(A - A.T) > 1e-3 * np.linalg.norm(A)
H2 = V + K.T @ X + X.T @ K + X.T @ (V - 2 * c**2 * one) @ X
assert np.linalg.norm(H2 - MA) < 1e-8 * np.linalg.norm(MA)
E_metric = eigh(H2, M, eigvals_only=True)[:2]
assert np.allclose(E_metric, [h.E1, h.E2], rtol=1e-8)
unit_metric_energy = (L1 @ H2 @ L1) / (L1 @ L1)
assert abs(unit_metric_energy / (h.E1 * (1 + h.q**2)) - 1) < 1e-6
# square root of the metric gives orthonormal two-component orbitals
mval, mvec = eigh(M)
root = (mvec * np.sqrt(mval)) @ mvec.T
assert abs((root @ L1) @ (root @ L2)) < 1e-7

# ---- uniqueness of the metric and the negative-energy states ----
E, Lp, Sp, Ln, Sn = positive_states(V, K)
assert E[n - 1] < -2 * c**2 and E[n] > -c**2
assert np.allclose(np.linalg.inv(Lp @ Lp.T), M, atol=1e-7)
assert np.allclose(Ln, -X.T @ Sn, atol=1e-7)
assert np.allclose(Sn.T @ (one + X @ X.T) @ Sn, one, atol=1e-7)
assert np.linalg.norm(L1 @ M @ Ln) > 0.99 * h.q   # M fails across the gap

# ---- without a potential the large components are orthogonal ----
_, Lfree, _, _, _ = positive_states(np.zeros_like(V), K)
gram = Lfree.T @ Lfree
assert np.max(np.abs(gram - np.diag(np.diag(gram)))) < 1e-8

# ---- overlap formula against diagonalization for several charges ----
table = []
for Z in (1, 20, 50, 80):
    t = hydrogenic(Z)
    Vz, Kz, _, near_origin = dirac_blocks(t)
    Ez, Lz, _, _, _ = positive_states(Vz, Kz)
    k = len(Vz)
    assert np.allclose(Ez[k:k + 2], [t.E1, t.E2], rtol=1e-7)
    sign = np.sign((near_origin @ Lz[:, 0]) * (near_origin @ Lz[:, 1]))
    numeric = sign * (Lz[:, 0] @ Lz[:, 1])
    assert abs(numeric - t.overlap) < 5e-9
    law = -2 * np.sqrt(2) / 27 * t.zeta**2
    table.append((Z, t.overlap, law, t.overlap / law))
assert abs(table[0][3] - 1) < 1e-3
t2 = hydrogenic(2)
dev1 = table[0][3] - 1
dev2 = t2.overlap / (-2 * np.sqrt(2) / 27 * t2.zeta**2) - 1
assert abs(dev2 / dev1 - 4) < 0.05     # the correction is of relative order zeta^2

# ---- printed numbers ----
print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear charge Z = {h.Z}")
print(f"zeta = Z/c = {h.zeta:.6f} (dimensionless)")
print(f"gamma = {h.g:.6f} (dimensionless)")
print(f"epsilon of 2s = {h.eps:.6f} (dimensionless)")
print(f"lambda of 2s = {h.lam:.5f} bohr^-1")
print(f"q = {h.q:.6f} (dimensionless)")
print(f"p = {h.p:.6f} (dimensionless)")
print(f"a = {h.a:.5f} bohr^-1")
print(f"n1 = {h.n1:.4f} bohr^-(gamma+1/2)")
print(f"n2 = {h.n2:.4f} bohr^-(gamma+1/2)")
print(f"Gamma(2g+1)/(Z+lam)^(2g+1) = {h.radial:.6e} bohr^(2 gamma+1)")
print(f"factor q(p-q)/(1+qp) = {h.q*(h.p-h.q)/(1+h.q*h.p):.6f}")
print(f"E(1s) = {h.E1:.4f} hartree")
print(f"E(2s) = {h.E2:.4f} hartree")
print(f"large-component weight of 1s = {w1:.6f}")
print(f"large-component weight of 2s = {w2:.6f}")
print(f"large overlap 1s-2s, quadrature = {large:.8f}")
print(f"large overlap 1s-2s, formula = {h.overlap:.8f}")
print(f"small overlap 1s-2s, quadrature = {small:.8f}")
print(f"overlap of renormalized large components = {cosine:.6f}")
print(f"angle between large components = "
      f"{np.degrees(np.arccos(cosine)):.3f} degrees")
print(f"<1s| r.grad |2s> = {scaling:.6f} (dimensionless)")
print(f"large overlap from r.grad = {from_scaling:.8f}")
print(f"basis functions per component = {n}")
print(f"metric product 1s-1s = {m11:.8f}")
print(f"metric product 2s-2s = {m22:.8f}")
print(f"metric product 1s-2s, magnitude = {abs(m12):.1e}")
print(f"<L1|A L2> - <A L1|L2> = {asymmetry:.4f} hartree")
print(f"1s energy with metric = {E_metric[0]:.4f} hartree")
print(f"1s expectation with unit metric = {unit_metric_energy:.4f} hartree")
print("Z, large overlap, small-zeta law, ratio (dimensionless):")
for Z, overlap, law, ratio in table:
    print(f"  {Z:3d}  {overlap:.6e}  {law:.6e}  {ratio:.6f}")
print("done: every assertion held")
```

Printed output:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80
zeta = Z/c = 0.583788 (dimensionless)
gamma = 0.811906 (dimensionless)
epsilon of 2s = 0.951816 (dimensionless)
lambda of 2s = 42.02495 bohr^-1
q = 0.322196 (dimensionless)
p = 0.157121 (dimensionless)
a = -48.86108 bohr^-1
n1 = 614.6500 bohr^-(gamma+1/2)
n2 = 254.2524 bohr^-(gamma+1/2)
Gamma(2g+1)/(Z+lam)^(2g+1) = 4.881996e-06 bohr^(2 gamma+1)
factor q(p-q)/(1+qp) = -0.050624
E(1s) = -3532.1921 hartree
E(2s) = -904.8478 hartree
large-component weight of 1s = 0.905953
large-component weight of 2s = 0.975908
large overlap 1s-2s, quadrature = -0.03862280
large overlap 1s-2s, formula = -0.03862280
small overlap 1s-2s, quadrature = 0.03862280
overlap of renormalized large components = -0.041076
angle between large components = 92.354 degrees
<1s| r.grad |2s> = -0.552111 (dimensionless)
large overlap from r.grad = -0.03862280
basis functions per component = 24
metric product 1s-1s = 1.00000000
metric product 2s-2s = 1.00000000
metric product 1s-2s, magnitude = 1.3e-14
<L1|A L2> - <A L1|L2> = -101.4754 hartree
1s energy with metric = -3532.1921 hartree
1s expectation with unit metric = -3898.8691 hartree
Z, large overlap, small-zeta law, ratio (dimensionless):
    1  -5.578493e-06  -5.578429e-06  1.000011
   20  -2.241660e-03  -2.231371e-03  1.004611
   50  -1.436170e-02  -1.394607e-02  1.029803
   80  -3.862280e-02  -3.570194e-02  1.081812
done: every assertion held
```
